**Threshold crossing of a drifting phase-change cell**

A cell with resistance \(R=R_1(t/t_1)^n\) reaches a fixed threshold \(R_{\rm th}\) at \(t_c=t_1(R_{\rm th}/R_1)^{1/n}\), where \(t\) is the time since programming, \(R_1\) is the resistance at \(t_1\), and \(n\) is the drift exponent. For \(n=0.05\), \(t_1=1\) s and \(R_{\rm th}/R_1=1.5\), the output gives 3325 s. The program integrates the drift equation numerically and asserts that the crossing agrees with this formula, also for a constant series resistance, a read error and a ten-year margin. It compares the sensitivity to \(n\) with finite differences of integrated crossing times. A separate sum over relaxation barriers tests the power law at 300 and 350 K, the changing exponent of a tilted barrier spectrum, and the crossing times for reads at 295 and 305 K. Those two reads give 61 s and \(1.8\times10^5\) s, against 3325 s for a read at 300 K. The effects of read voltage and self-heating are calculated from stated model formulas, without a separate test of those formulas.

## Check in Python

```python
"""
Result under test: a cell with resistance R(t) = R1*(t/t1)**n crosses a fixed
threshold Rth at tc = t1*(Rth/R1)**(1/n), about 3300 s for n = 0.05,
t1 = 1 s and Rth/R1 = 1.5. Time t is counted from programming.
R1 is the resistance at t1 and n is the drift exponent.
A relaxation model with many energy barriers tests the origin of the law.
Resistances are in kohm, energies in eV, times in s, temperatures in K.
Material and device inputs are rough typical values for Ge2Sb2Te5 cells;
the barrier spectrum is an illustrative choice.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq

k_eV = constants.k / constants.e
n = 0.05
t1 = 1.0
R1 = 200.0
Rth = 300.0
ratio = Rth / R1
T = 300.0
Ea = 0.30

# Barrier spectrum for structural relaxation
attempt_rate = 1.0e13
E_low, E_high = 0.2, 1.4
width = E_high - E_low
E_mean = (E_low + E_high) / 2
total_rise = n * width       # chosen so that the model has exponent n
barriers = np.linspace(E_low, E_high, 12001)


def crossing_formula(resistance_ratio, exponent=n):
    return t1 * resistance_ratio ** (1 / exponent)


def crossing_integrated(threshold, exponent=n, series=0.0):
    """Integrate dR/dt = exponent*R/t for the drifting part of the cell."""
    def reached(t, R):
        return R[0] + series - threshold
    reached.terminal = True
    solution = solve_ivp(lambda t, R: exponent * R / t, (t1, 1e10),
                         [R1 - series], method="DOP853", events=reached,
                         rtol=1e-10, atol=1e-9)
    assert len(solution.t_events[0]) == 1
    return solution.t_events[0][0]


def energy_rise(t, T_relax, tilted):
    """Activation-energy rise summed over independently relaxing barriers."""
    rates = attempt_rate * np.exp(-barriers / (k_eV * T_relax))
    weight = barriers / E_mean if tilted else np.ones_like(barriers)
    relaxed = weight * (1 - np.exp(-rates * t))
    return total_rise * trapezoid(relaxed, barriers) / width


def log_growth(t, T_read=T, T_relax=T, tilted=False):
    """ln of R(t, T_read) relative to R(t1, T_relax)."""
    rise = (energy_rise(t, T_relax, tilted)
            - energy_rise(t1, T_relax, tilted))
    return (Ea + rise) / (k_eV * T_read) - Ea / (k_eV * T_relax)


def crossing_model(T_read=T, tilted=False):
    log_t = brentq(lambda u: log_growth(np.exp(u), T_read, T, tilted)
                   - np.log(ratio), -3, 22)
    return np.exp(log_t)


def crossing_read_temperature(T_read):
    shift = Ea / k_eV * (1 / T_read - 1 / T)
    return t1 * np.exp((np.log(ratio) - shift) / (n * T / T_read))


# Crossing time: integrated drift equation against closed formula
tc = crossing_formula(ratio)
tc_integrated = crossing_integrated(Rth)
assert abs(tc_integrated / tc - 1) < 1e-5
assert abs(tc_integrated / 3300 - 1) < 0.02

# Ten-year design margin
ten_years = 10 * constants.Julian_year
margin_ten_years = (ten_years / t1) ** n
assert abs(crossing_integrated(R1 * margin_ten_years) / ten_years - 1) < 1e-5

# Sensitivity to the exponent
step = 1e-4
slope_numeric = (np.log(crossing_integrated(Rth, n + step))
                 - np.log(crossing_integrated(Rth, n - step))) / (2 * step)
slope_formula = -np.log(ratio) / n**2
assert abs(slope_numeric / slope_formula - 1) < 1e-4

# Flat barrier spectrum: power law at two relaxation temperatures
model_exponents = {}
for temperature in (300.0, 350.0):
    for early, late in ((1.0, 50.0), (50.0, 3000.0)):
        exponent = (log_growth(late, temperature, temperature)
                    - log_growth(early, temperature, temperature)
                    ) / np.log(late / early)
        assert abs(exponent - n) < 1e-4
        model_exponents[temperature] = exponent
tc_model = crossing_model()
assert abs(np.log(tc_model / tc)) < 1e-3

# Tilted barrier spectrum: exponent changes with time
tilted_exponents = []
for time in (t1, tc):
    h = 0.01
    local = (log_growth(time * np.exp(h), tilted=True)
             - log_growth(time * np.exp(-h), tilted=True)) / (2 * h)
    E_star = k_eV * T * (np.log(attempt_rate * time) + np.euler_gamma)
    assert abs(local - n * E_star / E_mean) < 1e-4
    tilted_exponents.append(local)
assert tilted_exponents[1] > 1.1 * tilted_exponents[0]
tc_tilted = crossing_model(tilted=True)

# Read at a temperature other than that of relaxation
T_cool, T_warm = T - 5, T + 5
tc_cool, tc_warm = crossing_model(T_cool), crossing_model(T_warm)
assert abs(np.log(tc_cool / crossing_read_temperature(T_cool))) < 2e-3
assert abs(np.log(tc_warm / crossing_read_temperature(T_warm))) < 2e-3
T_margin = 1 / (1 / T + k_eV * np.log(ratio) / Ea)

# Constant series resistance
series = 10.0
tc_series = crossing_integrated(Rth, series=series)
series_ratio = (Rth - series) / (R1 - series)
assert abs(tc_series / crossing_formula(series_ratio) - 1) < 1e-5

# A read that is 1 percent too high crosses early
read_error = 0.01
tc_error = crossing_integrated(Rth / (1 + read_error))
assert abs(tc_error / tc - (1 + read_error) ** (-1 / n)) < 1e-5

# Later reads at a 10 percent higher voltage, with sinh conduction
V_read = 0.10
thickness_nm = 20.0
trap_distance_nm = 5.0


def field_factor(voltage):
    x = voltage * trap_distance_nm / (2 * thickness_nm * k_eV * T)
    return np.sinh(x) / x


voltage_factor = field_factor(1.1 * V_read) / field_factor(V_read)
tc_voltage = crossing_integrated(Rth * voltage_factor)

# Self-heating falls as the resistance rises
thermal_resistance = 2.0     # K/uW
heat_start = V_read**2 / (R1 * 1e3) * 1e6 * thermal_resistance
heat_end = V_read**2 / (Rth * 1e3) * 1e6 * thermal_resistance
heating_factor = np.exp(-Ea / (k_eV * T**2) * (heat_start - heat_end) / n)

# Crystallization and threshold switching
E_crystal = 2.5
T_retention = 358.0          # ten-year retention temperature
retention = ten_years * np.exp(E_crystal / k_eV * (1 / T - 1 / T_retention))
read_field = V_read / (thickness_nm * 1e-7) * 1e-6
switching_field = 0.5        # MV/cm

print(f"Drift exponent: {n:.3f}")
print(f"Start time after programming: {t1:.1f} s")
print(f"Resistance at start: {R1:.0f} kohm")
print(f"Read threshold: {Rth:.0f} kohm")
print(f"Threshold ratio: {ratio:.2f}")
print(f"ln of threshold ratio: {np.log(ratio):.5f}")
print(f"ln of crossing time ratio: {np.log(ratio) / n:.4f}")
print(f"Decades of time needed: {np.log10(ratio) / n:.3f}")
print(f"Resistance factor per decade: {10**n:.4f}")
for time in (10, 100, 1000, 10000):
    print(f"Resistance at {time} s: {R1 * (time / t1)**n:.1f} kohm")
print(f"Crossing time, formula: {tc:.1f} s = {tc / 60:.1f} min")
print(f"Crossing time, integrated: {tc_integrated:.1f} s")
print(f"Wait after the first read: {tc - t1:.1f} s")
print(f"Threshold ratio for ten years: {margin_ten_years:.3f}")
print(f"d ln(tc)/dn: {slope_formula:.1f}")
for exponent in (0.045, 0.055):
    tc_n = crossing_integrated(Rth, exponent)
    print(f"Crossing time for exponent {exponent:.3f}: {tc_n:.0f} s")
print(f"Relaxation attempt rate: {attempt_rate:.1e} 1/s")
print(f"Barrier range: {E_low:.1f} to {E_high:.1f} eV")
print(f"Total activation-energy rise: {total_rise:.3f} eV")
for temperature, exponent in model_exponents.items():
    print(f"Model exponent at {temperature:.0f} K: {exponent:.5f}")
print(f"Crossing time, relaxation model: {tc_model:.1f} s")
print(f"Energy rise up to crossing: {k_eV * T * np.log(ratio):.4f} eV")
print(f"Tilted spectrum, exponent at 1 s: {tilted_exponents[0]:.4f}")
print(f"Tilted spectrum, exponent at tc: {tilted_exponents[1]:.4f}")
print(f"Tilted spectrum, crossing time: {tc_tilted:.0f} s")
print(f"Temperature: {T:.0f} K; activation energy: {Ea:.2f} eV")
print(f"Crossing time, read at {T_cool:.0f} K: {tc_cool:.0f} s")
print(f"Crossing time, read at {T_warm:.0f} K: {tc_warm:.2e} s")
print(f"Read temperature that uses the margin at 1 s: {T_margin:.1f} K")
print(f"Series resistance: {series:.0f} kohm")
print(f"Crossing time with series resistance: {tc_series:.0f} s")
print(f"Crossing time, read {100*read_error:.0f} % high: {tc_error:.0f} s")
print(f"Read voltage: {V_read:.2f} V; thickness: {thickness_nm:.0f} nm")
print(f"Trap distance: {trap_distance_nm:.0f} nm")
print(f"Low-field conductance factor at read: {field_factor(V_read):.4f}")
print(f"Conductance factor, 10 % more voltage: {voltage_factor:.4f}")
print(f"Crossing time, 10 % more voltage later: {tc_voltage:.0f} s")
print(f"Thermal resistance: {thermal_resistance:.1f} K/uW")
print(f"Self-heating at start: {heat_start:.3f} K")
print(f"Self-heating at threshold: {heat_end:.3f} K")
print(f"Crossing-time factor from self-heating: {heating_factor:.3f}")
print(f"Crystallization energy: {E_crystal:.1f} eV")
print(f"Ten-year retention temperature: {T_retention:.0f} K")
print(f"tc / crystallization time at 300 K: {tc / retention:.1e}")
print(f"Read field: {read_field:.3f} MV/cm")
print(f"Rough switching field: {switching_field:.2f} MV/cm")
print(f"Read field / switching field: {read_field/switching_field:.2f}")

assert tc / retention < 1e-6
assert read_field < 0.2 * switching_field
print("no test failed")
```

Printed output:

```
Drift exponent: 0.050
Start time after programming: 1.0 s
Resistance at start: 200 kohm
Read threshold: 300 kohm
Threshold ratio: 1.50
ln of threshold ratio: 0.40547
ln of crossing time ratio: 8.1093
Decades of time needed: 3.522
Resistance factor per decade: 1.1220
Resistance at 10 s: 224.4 kohm
Resistance at 100 s: 251.8 kohm
Resistance at 1000 s: 282.5 kohm
Resistance at 10000 s: 317.0 kohm
Crossing time, formula: 3325.3 s = 55.4 min
Crossing time, integrated: 3325.3 s
Wait after the first read: 3324.3 s
Threshold ratio for ten years: 2.660
d ln(tc)/dn: -162.2
Crossing time for exponent 0.045: 8187 s
Crossing time for exponent 0.055: 1591 s
Relaxation attempt rate: 1.0e+13 1/s
Barrier range: 0.2 to 1.4 eV
Total activation-energy rise: 0.060 eV
Model exponent at 300 K: 0.05000
Model exponent at 350 K: 0.05000
Crossing time, relaxation model: 3325.3 s
Energy rise up to crossing: 0.0105 eV
Tilted spectrum, exponent at 1 s: 0.0493
Tilted spectrum, exponent at tc: 0.0624
Tilted spectrum, crossing time: 1543 s
Temperature: 300 K; activation energy: 0.30 eV
Crossing time, read at 295 K: 61 s
Crossing time, read at 305 K: 1.82e+05 s
Read temperature that uses the margin at 1 s: 289.9 K
Series resistance: 10 kohm
Crossing time with series resistance: 4709 s
Crossing time, read 1 % high: 2725 s
Read voltage: 0.10 V; thickness: 20 nm
Trap distance: 5 nm
Low-field conductance factor at read: 1.0394
Conductance factor, 10 % more voltage: 1.0081
Crossing time, 10 % more voltage later: 3906 s
Thermal resistance: 2.0 K/uW
Self-heating at start: 0.100 K
Self-heating at threshold: 0.067 K
Crossing-time factor from self-heating: 0.975
Crystallization energy: 2.5 eV
Ten-year retention temperature: 358 K
tc / crystallization time at 300 K: 1.7e-12
Read field: 0.050 MV/cm
Rough switching field: 0.50 MV/cm
Read field / switching field: 0.10
no test failed
```
